# Quantum and classical energy-gap fluctuations of a displaced harmonic mode: test program

```python
# Result under test: for a harmonic mode displaced by d between two charge states,
# the thermal variance of the energy gap U = H_final - H_initial is
#   quantum   lam * hw * coth(hw / (2 kT)),     classical   2 * lam * kT,
# so their ratio is y*coth(y), y = hw/(2 kT): about 2.02 at hw = 0.1 eV, T = 300 K.
# hw: vibrational quantum (eV); lam: reorganization energy m w^2 d^2 / 2 (eV);
# kT: thermal energy (eV); lengths in angstrom; masses in atomic mass units.
import numpy as np
from scipy import constants as const
from scipy import sparse

K_B = const.k / const.e
HW, LAM, MASS, TEMP, OFFSET = 0.1, 0.1, 6.0, 300.0, 1.0


def hbar2_over_mass(mass):
    return const.hbar**2 / (mass * const.atomic_mass) / const.e * 1e20


def ratio_formula(temp, quantum=HW):
    y = quantum / (2 * K_B * temp)
    return y / np.tanh(y)


def moments(values, weights):
    weights = weights / weights.sum()
    mean = np.sum(weights * values)
    return (mean, np.sum(weights * (values - mean)**2),
            np.sum(weights * (values - mean)**3))


def make_grid(mass, points=181):
    length = np.sqrt(hbar2_over_mass(mass) / HW)
    return np.linspace(-12, 12, points) * length


def eigenstates(potential, x, mass):
    # Sinc-function grid representation of the kinetic energy.
    i = np.arange(len(x))
    diff = i[:, None] - i[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**diff / safe**2)
    kinetic *= hbar2_over_mass(mass) / (2 * (x[1] - x[0])**2)
    return np.linalg.eigh(kinetic + np.diag(potential))


def populations(energies, temp):
    w = np.exp(-(energies - energies.min()) / (K_B * temp))
    return w / w.sum()


def gap_variances(initial, final, temp, mass=MASS, points=181):
    x = make_grid(mass, points)
    v0, gap = initial(x), final(x) - initial(x)
    energies, states = eigenstates(v0, x, mass)
    density = states**2 @ populations(energies, temp)
    return moments(gap, density)[1], moments(gap, populations(v0, temp))[1]


def harmonic(mass, shift=0.0, scale=1.0, offset=0.0):
    stiffness = (HW * scale)**2 / hbar2_over_mass(mass)
    return lambda x: offset + 0.5 * stiffness * (x - shift)**2


def displacement(lam, mass):
    return np.sqrt(2 * lam * hbar2_over_mass(mass)) / HW


# Variances from diagonalization and Boltzmann quadrature, for varied parameters.
for mass, lam, temp in [(6, 0.1, 300), (1, 0.3, 300), (12, 0.05, 250),
                        (6, 0.1, 350), (6, 0.1, 400), (6, 0.2, 3000)]:
    d_test = displacement(lam, mass)
    vq, vc = gap_variances(harmonic(mass), harmonic(mass, d_test, 1, OFFSET),
                           temp, mass)
    assert np.isclose(vq, lam * HW / np.tanh(HW / (2 * K_B * temp)), rtol=1e-7)
    assert np.isclose(vc, 2 * lam * K_B * temp, rtol=1e-7)
    assert np.isclose(vq / vc, ratio_formula(temp), rtol=1e-7)
    if temp == 3000:
        y_hot = HW / (2 * K_B * temp)
        assert abs(vq / vc - 1 - y_hot**2 / 3) < y_hot**4 / 40
v_cold, c_cold = gap_variances(harmonic(MASS),
                               harmonic(MASS, displacement(LAM, MASS)), 30.0)
assert np.isclose(v_cold / c_cold, HW / (2 * K_B * 30.0), rtol=1e-7)

# The worked example in detail.
kT = K_B * TEMP
d = displacement(LAM, MASS)
x = make_grid(MASS)
v_i, v_f = harmonic(MASS)(x), harmonic(MASS, d, 1, OFFSET)(x)
gap = v_f - v_i
e_i, c_i = eigenstates(v_i, x, MASS)
e_f, c_f = eigenstates(v_f, x, MASS)
p_i, p_f = populations(e_i, TEMP), populations(e_f, TEMP)
density = c_i**2 @ p_i
mean_i, var_q, third_gap = moments(gap, density)
mean_f = moments(gap, c_f**2 @ p_f)[0]
var_c = moments(gap, populations(v_i, TEMP))[1]
ratio = var_q / var_c
assert np.isclose(mean_i - mean_f, 2 * LAM, rtol=1e-7)
assert np.isclose(mean_i, OFFSET + LAM, rtol=1e-7)
assert abs(ratio - 2.02) < 0.005

# Virial theorem and thermal energy of the oscillator.
stiffness = HW**2 / hbar2_over_mass(MASS)
q2 = moments(x, density)[1]
n_bar = 1 / np.expm1(HW / kT)
assert np.isclose(stiffness * q2, np.sum(p_i * e_i), rtol=1e-7)
assert np.isclose(stiffness * q2, HW * (n_bar + 0.5), rtol=1e-7)

# Zero-point part from the lowest eigenstate alone; the rest is thermal.
var_zero = moments(gap, c_i[:, 0]**2)[1]
var_thermal = var_q - var_zero
assert np.isclose(var_zero, LAM * HW, rtol=1e-7)
assert np.isclose(var_thermal, 2 * LAM * HW * n_bar, rtol=1e-5)

# Spectrum of sudden transitions from explicit vibrational overlaps.
strength = (c_f.T @ c_i)**2 * p_i[None, :]
line_mean, line_var, line_third = moments(e_f[:, None] - e_i[None, :], strength)
assert np.isclose(line_mean, mean_i, rtol=1e-7)
assert np.isclose(line_var, LAM * HW / np.tanh(HW / (2 * kT)), rtol=1e-6)
assert np.isclose(line_third, LAM * HW**2, rtol=1e-5)
assert abs(third_gap) < 1e-9
fourth = np.sum(density * (gap - mean_i)**4) / density.sum()
assert np.isclose(fourth, 3 * var_q**2, rtol=1e-6)

# Neglected: frequency change on charging.
changed = {}
for scale in (0.95, 1.05):
    pair = (harmonic(MASS), harmonic(MASS, d, scale, OFFSET))
    a, b = gap_variances(*pair, TEMP)
    a2, b2 = gap_variances(*pair, TEMP, points=241)
    assert np.allclose([a, b], [a2, b2], rtol=1e-6)
    changed[scale] = (a, b, a / b)

# Neglected: anharmonicity, with Morse curves of equal shape in both states.
ANHARM = 0.005
depth = HW / (4 * ANHARM)
steep = np.sqrt(stiffness / (2 * depth))


def morse(shift):
    return lambda r: depth * (1 - np.exp(-steep * (r - shift)))**2


e_morse = eigenstates(morse(0)(x), x, MASS)[0]
assert np.isclose(e_morse[1] - e_morse[0], HW * (1 - 2 * ANHARM), rtol=1e-6)
bent = {}
for sign in (1, -1):
    a, b = gap_variances(morse(0), morse(sign * d), TEMP)
    a2, b2 = gap_variances(morse(0), morse(sign * d), TEMP, points=241)
    assert np.allclose([a, b], [a2, b2], rtol=1e-6)
    bent[sign] = (a, b, a / b)

# Neglected: a soft mode of the surroundings, in the joint number basis.
HW_SOFT, LAM_SOFT = 0.005, 0.1


def linear_gap(quantum, lam, size):
    off = -np.sqrt(lam * quantum) * np.sqrt(np.arange(1, size))
    return sparse.diags([off, off], [-1, 1], format="csr")


n_hard, n_soft = 16, 250
joint = (sparse.kron(linear_gap(HW, LAM, n_hard), sparse.identity(n_soft))
         + sparse.kron(sparse.identity(n_hard),
                       linear_gap(HW_SOFT, LAM_SOFT, n_soft))).tocsr()
levels = (HW * np.arange(n_hard)[:, None]
          + HW_SOFT * np.arange(n_soft)[None, :]).ravel()
square = np.asarray(joint.multiply(joint).sum(axis=1)).ravel()
var_joint = np.sum(populations(levels, TEMP) * square)
ratio_soft = ratio_formula(TEMP, HW_SOFT)
ratio_joint = var_joint / (2 * (LAM + LAM_SOFT) * kT)
weighted = (LAM * ratio + LAM_SOFT * ratio_soft) / (LAM + LAM_SOFT)
assert np.isclose(ratio_joint, weighted, rtol=1e-7)

# Neglected: static Gaussian disorder of the site energies.
DISORDER = 0.1
shift = np.linspace(-8, 8, 161) * DISORDER
gauss = np.exp(-shift**2 / (2 * DISORDER**2))
total_gap = gap[:, None] + shift[None, :]
dis_q = moments(total_gap, density[:, None] * gauss[None, :])[1]
dis_c = moments(total_gap, populations(v_i, TEMP)[:, None] * gauss[None, :])[1]
assert np.isclose(dis_q, var_q + DISORDER**2, rtol=1e-7)
assert np.isclose(dis_c, var_c + DISORDER**2, rtol=1e-7)

y = HW / (2 * kT)
print(f"vibrational quantum: {HW:.3f} eV")
print(f"reorganization energy: {LAM:.3f} eV")
print(f"effective mass: {MASS:.1f} u")
print(f"temperature: {TEMP:.0f} K")
print(f"energy offset: {OFFSET:.2f} eV")
print(f"thermal energy kT: {kT:.6f} eV")
print(f"displacement d: {d:.4f} angstrom")
print(f"rms quantum position spread: {np.sqrt(q2):.4f} angstrom")
print(f"y = hw/(2kT): {y:.4f} (no unit)")
print(f"coth(y): {1 / np.tanh(y):.4f} (no unit)")
print(f"mean occupation: {n_bar:.5f} (no unit)")
print(f"mean gap, initial state: {mean_i:.4f} eV")
print(f"mean gap, final state: {mean_f:.4f} eV")
print(f"quantum gap variance: {var_q:.6f} eV^2")
print(f"classical gap variance: {var_c:.6f} eV^2")
print(f"variance ratio from grid: {ratio:.4f} (no unit)")
print(f"variance ratio from formula: {ratio_formula(TEMP):.4f} (no unit)")
print(f"quantum rms gap width: {np.sqrt(var_q):.4f} eV")
print(f"classical rms gap width: {np.sqrt(var_c):.4f} eV")
print(f"ratio of rms widths: {np.sqrt(ratio):.4f} (no unit)")
print(f"zero-point part of variance: {var_zero:.6f} eV^2")
print(f"thermal part of variance: {var_thermal:.6f} eV^2")
print(f"zero-point share: {100 * var_zero / var_q:.2f} percent")
print(f"effective temperature: {TEMP * ratio:.1f} K")
print(f"small-y estimate 1+y^2/3: {1 + y**2 / 3:.4f} (no unit)")
print(f"spectrum variance from overlaps: {line_var:.6f} eV^2")
print(f"spectrum third central moment: {line_third:.6f} eV^3")
print(f"spectrum skewness: {line_third / line_var**1.5:.3f} (no unit)")
for t in (250, 350, 400):
    print(f"variance ratio at {t} K: {ratio_formula(t):.4f} (no unit)")
for s, (a, b, r) in changed.items():
    print(f"final frequency x {s}: quantum {a:.6f}, classical {b:.6f} eV^2")
    print(f"  variance ratio: {r:.4f} (no unit)")
print(f"Morse anharmonicity: {100 * ANHARM:.1f} percent")
print(f"Morse well depth: {depth:.2f} eV")
for s, (a, b, r) in bent.items():
    print(f"Morse, shift {s:+d} d: quantum {a:.6f}, classical {b:.6f} eV^2")
    print(f"  variance ratio: {r:.4f} (no unit)")
print(f"soft mode: quantum {HW_SOFT:.3f} eV, reorganization {LAM_SOFT:.2f} eV")
print(f"soft mode alone, variance ratio: {ratio_soft:.4f} (no unit)")
print(f"both modes, variance ratio: {ratio_joint:.4f} (no unit)")
print(f"static disorder, rms: {DISORDER:.2f} eV")
print(f"mode plus disorder, variance ratio: {dis_q / dis_c:.4f} (no unit)")
print("all good")
```

Printed output:

```
vibrational quantum: 0.100 eV
reorganization energy: 0.100 eV
effective mass: 6.0 u
temperature: 300 K
energy offset: 1.00 eV
thermal energy kT: 0.025852 eV
displacement d: 0.1180 angstrom
rms quantum position spread: 0.0603 angstrom
y = hw/(2kT): 1.9341 (no unit)
coth(y): 1.0427 (no unit)
mean occupation: 0.02134 (no unit)
mean gap, initial state: 1.1000 eV
mean gap, final state: 0.9000 eV
quantum gap variance: 0.010427 eV^2
classical gap variance: 0.005170 eV^2
variance ratio from grid: 2.0166 (no unit)
variance ratio from formula: 2.0166 (no unit)
quantum rms gap width: 0.1021 eV
classical rms gap width: 0.0719 eV
ratio of rms widths: 1.4201 (no unit)
zero-point part of variance: 0.010000 eV^2
thermal part of variance: 0.000427 eV^2
zero-point share: 95.91 percent
effective temperature: 605.0 K
small-y estimate 1+y^2/3: 2.2469 (no unit)
spectrum variance from overlaps: 0.010427 eV^2
spectrum third central moment: 0.001000 eV^3
spectrum skewness: 0.939 (no unit)
variance ratio at 250 K: 2.3661 (no unit)
variance ratio at 350 K: 1.7827 (no unit)
variance ratio at 400 K: 1.6193 (no unit)
final frequency x 0.95: quantum 0.008506, classical 0.004214 eV^2
  variance ratio: 2.0182 (no unit)
final frequency x 1.05: quantum 0.012688, classical 0.006288 eV^2
  variance ratio: 2.0178 (no unit)
Morse anharmonicity: 0.5 percent
Morse well depth: 5.00 eV
Morse, shift +1 d: quantum 0.016027, classical 0.007896 eV^2
  variance ratio: 2.0299 (no unit)
Morse, shift -1 d: quantum 0.006879, classical 0.003380 eV^2
  variance ratio: 2.0353 (no unit)
soft mode: quantum 0.005 eV, reorganization 0.10 eV
soft mode alone, variance ratio: 1.0031 (no unit)
both modes, variance ratio: 1.5099 (no unit)
static disorder, rms: 0.10 eV
mode plus disorder, variance ratio: 1.3465 (no unit)
all good
```
